# Rayleigh Distillation of an Isopropanol Rinse on the Water-Rich Side

**Why does a well-mixed isopropanol rinse with more water than the azeotrope become richer in water as it evaporates, and what does this do to its surface tension?**

The question needs one condition. The vapour must leave with the composition that is in equilibrium with the liquid, and it must not return. Slow withdrawal of vapour meets this condition, as does a dry carrier gas that leaves saturated. Evaporation through still air need not, and there the drift can reverse.

## The mechanism

Let isopropanol be component 1 and water component 2. The liquid contains $n_1+n_2=n$ molecules, with isopropanol mole fraction $x=n_1/n$. Mixing keeps $x$ uniform. The vapour is ideal, the liquid surface flat and the temperature $T$ constant.

The partial pressures over the liquid are

$$p_1=x\gamma_1P_1,\qquad p_2=(1-x)\gamma_2P_2,$$

where $P_i$ are the pure vapour pressures and $\gamma_i$ the activity coefficients. If vapour leaves with its equilibrium composition, molecules are lost in the ratio of these pressures:

$$\frac{dn_1}{dn_2}=\frac{p_1}{p_2}=\alpha\,\frac{n_1}{n_2},\qquad
\alpha=\frac{\gamma_1P_1}{\gamma_2P_2}.$$

Dividing by $n_1/n_2$ gives $d\ln n_1=\alpha\,d\ln n_2$. The relative volatility $\alpha$ is therefore the fractional loss of isopropanol divided by the fractional loss of water. When $\alpha>1$, isopropanol is depleted faster and the remaining liquid becomes richer in water, although water is evaporating too.

At an azeotrope $\alpha=1$ and the liquid keeps its composition. It remains to show that $\alpha>1$ on the water side.

## Why the azeotrope separates two directions

Isopropanol and water mix non-ideally. The van Laar model describes this by an excess free energy, divided by $k_BT$, of

$$G=\frac{AB\,n_1n_2}{An_1+Bn_2},$$

with positive constants $A$ and $B$. The activity coefficient of isopropanol follows by adding one molecule of it:

$$\ln\gamma_1=\frac{\partial G}{\partial n_1}
=ABn_2\frac{(An_1+Bn_2)-An_1}{(An_1+Bn_2)^2}
=A\left(\frac{Bn_2}{An_1+Bn_2}\right)^2.$$

Exchanging the labels gives the result for water. With

$$S=Ax+B(1-x),\quad \varphi_1=\frac{Ax}{S},\quad
\varphi_2=\frac{B(1-x)}{S},$$

the two results are $\ln\gamma_1=A\varphi_2^2$ and $\ln\gamma_2=B\varphi_1^2$. A few isopropanol molecules in water have $\ln\gamma_1\to A$: the surrounding water raises their tendency to escape. Dilute water in isopropanol has $\ln\gamma_2\to B$.

Since $S'=A-B$,

$$\frac{d\varphi_1}{dx}=\frac{AS-Ax(A-B)}{S^2}=\frac{AB}{S^2},
\qquad \frac{d\varphi_2}{dx}=-\frac{AB}{S^2}.$$

The pure pressures are constant at fixed temperature, so

$$\frac{d\ln\alpha}{dx}
=-\frac{2AB}{S^2}(A\varphi_2+B\varphi_1)
=-\frac{2A^2B^2}{S^3}<0.$$

The last step uses $A\varphi_2+B\varphi_1=AB[(1-x)+x]/S=AB/S$.

Thus $\alpha$ falls steadily as isopropanol is added, and it can cross unity at most once. A crossing $x_a$ exists if $P_1e^A>P_2$ and $P_1<P_2e^B$. Then $\alpha>1$ for $x<x_a$ and $\alpha<1$ for $x>x_a$. The first region loses isopropanol preferentially; the second loses water preferentially.

The ideal limit $A=B=0$ has constant $\alpha=P_1/P_2$. With isopropanol the more volatile pure liquid, every mixture would then become water-rich. Non-ideality strengthens this drift in dilute isopropanol and reverses it near pure isopropanol.

## From molecule counting to Rayleigh distillation

Let $y=p_1/(p_1+p_2)$ be the isopropanol fraction in the vapour. The liquid holds $nx$ isopropanol molecules. If its total changes by $dn<0$, its isopropanol content changes by $y\,dn$:

$$d(nx)=n\,dx+x\,dn=y\,dn.$$

Hence

$$\frac{dx}{d\ln n}=y-x,\qquad
\ln\frac{n}{n_0}=\int_{x_0}^{x}\frac{dx'}{y(x')-x'}.$$

This is the Rayleigh equation. On the water side $y>x$, while $d\ln n$ is negative, so $dx<0$.

To express the difference through $\alpha$, divide both pressures by $\gamma_2P_2$. This gives $y=\alpha x/[1+(\alpha-1)x]$, and

$$y-x=\frac{\alpha x-x-(\alpha-1)x^2}{1+(\alpha-1)x}
=\frac{x(1-x)(\alpha-1)}{1+(\alpha-1)x}.$$

The variable $u=\ln[x/(1-x)]$ is convenient because $du=dx/[x(1-x)]$. Then

$$\ln\frac{n}{n_0}=\int_{u_0}^{u}
\left[x(u')+\frac{1}{\alpha(u')-1}\right]du'.$$

For $x_0<x_a$ the integrand is positive. As $u\to-\infty$ it tends to a positive constant, so the integral diverges to $-\infty$. The composition therefore approaches pure water as the remaining amount approaches zero.

Two limits show how the drift begins and ends. For a small displacement $\delta=x_a-x$ from the azeotrope, $\alpha-1\approx2A^2B^2\delta/S_a^3$, where $S_a=S(x_a)$. Define

$$h(x)=\frac{2x(1-x)A^2B^2}{S^3},\qquad s=h(x_a).$$

To first order $y-x=s\delta$, and since $d\delta=-dx$,

$$\frac{d\delta}{d\ln n}=-s\delta,\qquad \delta\propto n^{-s}.$$

The displacement grows as $n$ falls, whichever its sign. Evaporation holds the azeotropic composition fixed but drives neighbouring compositions away from it.

Near pure water, let $\alpha_0=P_1e^A/P_2$. There $y-x\approx(\alpha_0-1)x$, so

$$x\propto n^{\alpha_0-1}.$$

A large $\alpha_0$ makes the last isopropanol disappear abruptly when progress is measured by the amount of liquid left.

## Why surface tension rises

The composition result becomes a result for surface tension if isopropanol prefers the surface. We use an ideal monolayer with isopropanol fraction $x_s$. The molecules occupy areas $A_1$ and $A_2$, and the pure liquids have tensions $\sigma_1<\sigma_2$. Let $a_1=x\gamma_1$ and $a_2=(1-x)\gamma_2$ be the bulk activities. The free-energy costs of placing molecules at the surface are

$$e_1=\sigma_1A_1+k_BT\ln\frac{x_s}{a_1},\qquad
e_2=\sigma_2A_2+k_BT\ln\frac{1-x_s}{a_2}.$$

For a pure liquid the logarithm vanishes and the cost is tension times molecular area. For the mixture, $\sigma$ is the minimum over $x_s$ of

$$\frac{N}{\mathcal A}=\frac{x_se_1+(1-x_s)e_2}{x_sA_1+(1-x_s)A_2}.$$

When $N$ is differentiated, the derivatives of the two logarithms contribute $k_BT-k_BT=0$. Thus $dN/dx_s=e_1-e_2$, and stationarity requires $e_1-e_2=\sigma(A_1-A_2)$. Together with $N=\sigma\mathcal A$, this gives $e_1=\sigma A_1$ and $e_2=\sigma A_2$. Solving each for its surface fraction and adding the fractions gives

$$a_1e^{(\sigma-\sigma_1)A_1/k_BT}
+a_2e^{(\sigma-\sigma_2)A_2/k_BT}=1.$$

The first term is $x_s$ and the second is $1-x_s$.

To find the slope we need the changes in activity. Direct differentiation gives

$$\frac{d\ln a_1}{dx}=\frac1x-\frac{2A^2B^2(1-x)}{S^3}
=\frac{1-h}{x}.$$

The Gibbs–Duhem relation, $x\,d\ln a_1+(1-x)\,d\ln a_2=0$, then gives $d\ln a_2/dx=-(1-h)/(1-x)$. The second derivative of the mixing free energy per molecule, in units of $k_BT$, is the difference of these slopes, $(1-h)/[x(1-x)]$. A stable single liquid therefore needs $h<1$.

Differentiating the surface equation yields

$$\frac{\mathcal A}{k_BT}\frac{d\sigma}{dx}
=-(1-h)\left[\frac{x_s}{x}-\frac{1-x_s}{1-x}\right],$$

or

$$\frac{d\sigma}{dx}
=-k_BT\frac{(1-h)(x_s-x)}{x(1-x)\mathcal A}.$$

If the surface is richer in isopropanol than the bulk, loss of isopropanol raises the tension.

A sufficient condition for $x_s>x$ follows from the ratio of the two surface fractions:

$$\frac{x_s}{1-x_s}=\frac{x}{1-x}\frac{\gamma_1}{\gamma_2}
\exp\left[\frac{(\sigma-\sigma_1)A_1+(\sigma_2-\sigma)A_2}{k_BT}\right].$$

The logarithm of $\gamma_1/\gamma_2$ is never below $-B$. If $A_1\ge A_2$ and $\sigma\ge\sigma_1$, the exponent is at least $(\sigma_2-\sigma_1)A_2/k_BT$. Thus

$$\frac{(\sigma_2-\sigma_1)A_2}{k_BT}>B$$

is sufficient. The requirement $\sigma\ge\sigma_1$ also holds: starting from pure isopropanol and adding water, the tension first rises, and it cannot return to $\sigma_1$ because the slope there would again make it rise.

## A rinse followed to the end

The example uses rough values typical of isopropanol and water at 298 K:

- $A=2.4$, $B=1.1$; $P_1=45$ Torr, $P_2=24$ Torr.
- $\sigma_1=21$ mN/m, $\sigma_2=72$ mN/m.
- $A_1=0.30$ nm², $A_2=0.10$ nm².
- Molecular volumes $v_1=0.127$ nm³, $v_2=0.030$ nm³.

Solving $\alpha=1$ numerically gives $x_a=0.658$. With molar masses of 60.1 and 18.0 g/mol, this is 86.5 wt% isopropanol. The rinse starts at $x_0=0.40$, or 69.0 wt%, on the water side.

At the start $S=2.4(0.40)+1.1(0.60)=1.62$. The activity coefficients are $\gamma_1=1.489$ and $\gamma_2=1.472$, so

$$p_1=0.40(1.489)(45)=26.8\ \text{Torr},$$
$$p_2=0.60(1.472)(24)=21.2\ \text{Torr}.$$

The vapour has $y=26.8/(26.8+21.2)\approx0.56$, well above 0.40, and $\alpha\approx1.90$. Losing the first 1% of the molecules lowers $x$ by about $0.01(0.56-0.40)=0.0016$.

Numerical integration of the Rayleigh equation and root finding for the surface equation give the path below. The remaining volume, with volume change on mixing neglected, is

$$\frac{V}{V_0}=\frac{n}{n_0}
\frac{xv_1+(1-x)v_2}{x_0v_1+(1-x_0)v_2}.$$

| $n/n_0$ | $V/V_0$ | $x$ | $\sigma$ (mN/m) |
|---:|---:|---:|---:|
| 1.00 | 1.00 | 0.40 | 23.7 |
| 0.75 | 0.70 | 0.35 | 24.0 |
| 0.50 | 0.40 | 0.25 | 24.3 |
| 0.30 | 0.16 | 0.075 | 27.4 |
| 0.25 | 0.115 | 0.017 | 38.6 |
| 0.20 | 0.087 | 0.00035 | 67.1 |
| 0.15 | 0.065 | $1\times10^{-6}$ | 72.0 |

Tension changes little at first. Part of the reason is the factor $1-h$ in its slope. Setting $d\ln h/dx=0$ gives $1/x-1/(1-x)=3(A-B)/S$, whose solution lies near $x=0.25$. There $h$ is about 0.90, so the slope is about one tenth of what the same formula would give with $h=0$ and the same $x$ and $x_s$. Bulk composition is changing, but isopropanol activity is changing slowly. The slope is nevertheless negative, so the tension does rise as isopropanol is lost: at the start the surface has an isopropanol fraction of 0.73, well above the bulk value. The surface criterion has the value 1.24, above the required $B=1.1$.

The late rise is steep because $\alpha_0=20.7$, which makes $x\propto n^{19.7}$ in the limit of pure water. Where the tension has doubled, the local exponent is still about 16. The tension reaches twice its starting value at $x=0.0064$, when $n/n_0=0.234$. The corresponding volume is

$$\frac{V}{V_0}=0.234\,
\frac{0.0064(0.127)+0.9936(0.030)}{0.40(0.127)+0.60(0.030)}
\approx0.10.$$

In this model the doubling therefore occurs when about one tenth of the original volume remains. The result is not sensitive to the rough value of $A$: lowering it to 2.05 reduces $\alpha_0$ to 14.6 but leaves this volume fraction at about 0.10. It depends more on $B$: with $B=0.9$ the fraction is 0.087. The starting and doubled tensions are 23.7 and 47.5 mN/m, or 1.48 and 2.96 meV/Å².

For a completely wetting liquid between parallel walls a distance $w$ apart, the meniscus radius is $w/2$ and the capillary pressure is $2\sigma/w$. With $w=20$ nm it starts at $2(0.0237)/(20\times10^{-9})=2.37$ MPa and reaches 7.20 MPa for water. At fixed gap and zero contact angle, the pressure pulling neighbouring walls together has tripled. Whether they collapse also depends on their stiffness, their height and the actual contact angle.

## When open air changes the answer

In still air, molecules must diffuse away through the gas. For a common gas-layer thickness, the outward fluxes are proportional to

$$J_1=D_1p_1,\qquad J_2=D_2(p_2-HP_2),$$

where $D_i$ are gas diffusion coefficients and $H$ is the relative humidity. The distant air contains no isopropanol. Since $x=n_1/(n_1+n_2)$, its rate of change is proportional to $-(1-x)J_1+xJ_2$. The liquid becomes richer in water if $(1-x)J_1>xJ_2$. Inserting the pressures and dividing by $xD_2P_2$ gives

$$H>(1-x)\left[\gamma_2-\frac{D_1P_1}{D_2P_2}\gamma_1\right].$$

In dry air the boundary is $\alpha D_1/D_2=1$. With rough values $D_1=0.10$ and $D_2=0.25$ cm²/s, it lies at $x=0.324$, not at the azeotrope. A liquid between 0.324 and 0.658 has more water than the azeotrope, yet becomes richer in isopropanol in dry still air, because water's faster diffusion outweighs isopropanol's higher volatility.

At the example's starting composition the humidity threshold is

$$H=0.60[1.472-0.75(1.489)]\approx0.21.$$

With liquid and air at the same temperature, water's escape is slowed enough above about 21% relative humidity for the liquid to begin moving towards water. The three cases can be compared with liquid and air both held at 298 K, for the same starting composition and remaining fraction $n/n_0=0.30$. The open-air paths were computed by removing many small parcels with the flux ratio above:

- Equilibrium vapour: $x=0.075$, $\sigma=27.4$ mN/m.
- Still air at 45% humidity: $x=0.19$, $\sigma=24.7$ mN/m.
- Dry still air: $x=0.53$, $\sigma=23.0$ mN/m.

## How far the model applies to a wafer rinse

The model's azeotrope is close to the real one, which at atmospheric pressure lies at roughly 88 wt% isopropanol. The starting liquid is much wetter than fresh isopropanol; it represents a rinse that has incompletely displaced water. The surface model and its molecular areas are approximate, so the tension path is an estimate: near 5 wt% isopropanol it lies roughly 10 mN/m below measured values. In open drying, the assumption of equilibrium vapour removal matters greatly: as the comparison shows, replacing it can change the direction of drift.

When vapour leaves at equilibrium, the other effects move the azeotrope only slightly for these numbers, but they build up along the path. A curved meniscus lowers the liquid pressure by $2\sigma/w$, which multiplies $\alpha$ by

$$\exp\left[-\frac{2\sigma(v_1-v_2)}{wk_BT}\right].$$

In the 20 nm gap at the starting tension this factor is 0.946, and the azeotrope moves from $x=0.658$ to 0.629. Evaporative cooling also changes the ratio of vapour pressures. For 10 K of cooling, taking the latent heat per molecule to be 0.014 eV larger for isopropanol than for water gives a factor of 0.981 and an azeotrope at 0.648, with $A$ and $B$ held fixed. By $n/n_0=0.25$ the tension is 31.7 mN/m in the gap, or 35.9 mN/m with this cooling alone, instead of 38.6 mN/m, if the surface model is kept at 298 K. In humid open air cooling matters far more, because it brings water's pressure over the liquid closer to the fixed water pressure in the air and so slows water's escape. At 45% humidity, a liquid kept 5 K colder than the air reaches $x=0.014$ at $n/n_0=0.30$, instead of 0.19, and its tension is about 40 mN/m instead of 24.7. The 5 K is only illustrative, since the cooling depends on the heat supply. If heat reached the starting liquid only by conduction through the gas layer, it would settle about 11 K below the air, where water's pressure over the liquid roughly equals that in the air and water stops leaving. Cooling also raises the tension of water itself, by about 1.5 mN/m for 10 K if the change is 0.15 mN/m per kelvin. The starting vapour makes up 6.3% of one atmosphere, so the neglected bulk flow of gas corrects the diffusive fluxes by a few per cent. This leaves the directions of drift in the three cases unchanged but shifts the open-air numbers. With a rough isopropanol–water vapour diffusion coefficient of 0.08 to 0.16 cm²/s, the dry-air boundary moves from 0.324 to 0.33–0.34, the humidity threshold from 21% to 19–20%, and the dry-air end point from 0.53 to 0.50–0.51.

Good mixing requires diffusion across the liquid to keep pace with its receding surface. A 5 mm gas layer at 45% humidity gives an initial recession speed of 0.27 µm/s. For a 10 µm film and a rough liquid diffusion coefficient of $5\times10^{-10}$ m²/s, speed times thickness divided by diffusion coefficient is

$$\frac{(0.27\times10^{-6})(10\times10^{-6})}{5\times10^{-10}}
\approx0.005.$$

Mixing across such a film is therefore rapid at the start. With this coefficient the ratio reaches one at a thickness of about 1.8 mm, where the surface can differ appreciably in composition from the liquid below. At intermediate compositions mutual diffusion is slowed by the factor $1-h$, which is 0.21 at the start; a coefficient of $2\times10^{-10}$ m²/s would lower this thickness to about 0.7 mm. Once isopropanol is dilute, it leaves in much higher proportion than it has in the liquid, and a few tenths of a millimetre can be enough. Diffusion along a wafer covers much longer distances, so separate pools need not share one composition even when each is mixed through its depth.
